# Marcus-Hush-Chidsey Kinetics Near Equilibrium: Butler-Volmer with Coefficient One Half, part 2

An inert metal anode in an acid copper-plating bath exchanges electrons with ferrous and ferric ions. The question is how closely the Butler-Volmer law describes the rates $k_{\rm red}$ and $k_{\rm ox}$, which are per ion, in inverse seconds.

Here $T$ is the temperature, $k$ Boltzmann's constant, $e>0$ the elementary charge and $\lambda$ the reorganisation energy. The overpotential $\eta$ is the electrode potential minus the formal potential; positive $\eta$ favours oxidation. Metal levels have energy $\varepsilon$ measured from the Fermi level. The dimensionless variables are

$$x=\frac{\varepsilon}{kT},\qquad h=\frac{e\eta}{kT},\qquad \Lambda=\frac{\lambda}{kT}.$$

The assumptions are these.

1. The coupling $V$ between ion and metal level is weak, so that the golden rule holds.
2. The solvent is classical and responds linearly, with the same $\lambda$ in both directions.
3. The density of metal levels $\rho$ and the coupling $V$ do not depend on energy, and the metal electrons stay in thermal equilibrium.
4. The ion reacts at a fixed place where it feels the full potential difference between metal and solution. No work is needed to bring it there.

The free energies of reactant and product are parabolas of equal curvature in a solvent coordinate. Their gap $X$ is Gaussian with variance $2\lambda kT$. With $\Gamma=2\pi\rho V^2$, the full oxidation integral is

$$k_{\rm ox}=\frac{\Gamma}{\hbar\sqrt{4\pi\Lambda}}\int_{-\infty}^{\infty}\frac{1}{1+e^{-x}}\,e^{-(\Lambda-h+x)^2/4\Lambda}\,dx .$$

Averages $\langle\cdot\rangle$ use the even density $w(x)=1/[2\pi\cosh(x/2)]$, with $\langle x^2\rangle=\pi^2$ and $\langle x^4\rangle=5\pi^4$. The theorem states that, for every $\Lambda>0$ and every $h$,

$$k_{\rm red}=k_*e^{-h/2}R(h),\qquad k_{\rm ox}=k_*e^{h/2}R(h),$$

with $R(h)=\langle e^{-(x-h)^2/4\Lambda}\rangle$ and $k_*=(\Gamma/\hbar)\,\pi kT\,e^{-\lambda/4kT}/\sqrt{4\pi\lambda kT}$, and that

$$\exp\left[-\frac{\pi^2+h^2}{4\Lambda}\right]\le R(h)\le1 .$$

The Butler-Volmer form is obtained by setting $R=1$. The energy $\pi kT$ is the window of contributing metal levels.

Corollary 1 concerns the balance of the two rates and the transfer coefficients, defined as local slopes:

$$\alpha_{\rm red}=-\frac{d\ln k_{\rm red}}{dh},\qquad \alpha_{\rm ox}=\frac{d\ln k_{\rm ox}}{dh}.$$

**Statement.** For every $\Lambda>0$, $k_{\rm red}/k_{\rm ox}=e^{-h}$ and $\alpha_{\rm red}+\alpha_{\rm ox}=1$. Both coefficients equal one half at $h=0$, and elsewhere

$$\left|\alpha_{\rm red}-\tfrac12\right|=\left|\alpha_{\rm ox}-\tfrac12\right|\le\frac{|h|}{2\Lambda}.$$

**Proof.** The ratio follows by cancelling $k_*R$. Taking logarithms and differentiating gives

$$\alpha_{\rm red}=\frac12-\frac{d\ln R}{dh},\qquad \alpha_{\rm ox}=\frac12+\frac{d\ln R}{dh},$$

whose sum is one. Let $\langle\cdot\rangle_h$ denote an average with weight $w(x)e^{-(x-h)^2/4\Lambda}$, normalised. Differentiating the exponential in $R$ gives

$$\frac{d\ln R}{dh}=-\frac{h-\langle x\rangle_h}{2\Lambda}.$$

At $h=0$ the weight is even, so $\langle x\rangle_0=0$ and both slopes are one half.

Take $h>0$. Apart from a constant, the weight is $w(x)e^{-x^2/4\Lambda}e^{xh/2\Lambda}$: an even function times a factor that favours positive $x$. Hence $\langle x\rangle_h\ge0$. Next put $x=h+y$. The sign of $\langle y\rangle_h$ is that of

$$\int_0^\infty y\,e^{-y^2/4\Lambda}\,[w(h+y)-w(h-y)]\,dy .$$

Here $|h+y|\ge|h-y|$, and $w$ falls with the magnitude of its argument. The bracket is not positive, so $\langle x\rangle_h\le h$. Together, $0\le h-\langle x\rangle_h\le h$, which gives the bound. Negative $h$ follows by reflection. ∎

The slope and the rate therefore have different conditions. The slope stays near one half when $|h|\ll\Lambda$. The absolute rate agrees with $k_*e^{\mp h/2}$ when $\pi^2+h^2\ll4\Lambda$, which is more demanding: a small error in slope adds up over a long range of potential.

### Corollary 2: the first corrections

**Statement.** At fixed $h$ and large $\Lambda$,

$$\ln R=-\frac{\pi^2+h^2}{4\Lambda}+\frac{\pi^2(\pi^2+h^2)}{8\Lambda^2}+O(\Lambda^{-3}),$$

$$\alpha_{\rm red}=\frac12+\frac{h}{2\Lambda}-\frac{\pi^2h}{4\Lambda^2}+O(\Lambda^{-3}).$$

The oxidation coefficient is $\alpha_{\rm ox}=1-\alpha_{\rm red}$.

**Proof.** Put $Y=(x-h)^2$. For $u\ge0$, $e^{-u}$ differs from $1-u+u^2/2$ by at most $u^3/6$. All moments of $Y$ are finite, so

$$R=1-\frac{\langle Y\rangle}{4\Lambda}+\frac{\langle Y^2\rangle}{32\Lambda^2}+O(\Lambda^{-3}).$$

With $\ln(1+z)=z-z^2/2+\dots$,

$$\ln R=-\frac{\langle Y\rangle}{4\Lambda}+\frac{\langle Y^2\rangle-\langle Y\rangle^2}{32\Lambda^2}+O(\Lambda^{-3}).$$

Odd moments vanish, so $\langle Y\rangle=\pi^2+h^2$ and

$$\langle Y^2\rangle=\langle x^4\rangle+6h^2\langle x^2\rangle+h^4=5\pi^4+6\pi^2h^2+h^4 .$$

Subtracting $\langle Y\rangle^2=\pi^4+2\pi^2h^2+h^4$ leaves $4\pi^2(\pi^2+h^2)$. Division by 32 gives the second term.

For the slope, expand the mean level to first order. Since $\langle x\rangle=\langle x^3\rangle=0$,

$$\langle x\rangle_h=-\frac{\langle x(x-h)^2\rangle}{4\Lambda}+O(\Lambda^{-2})
=\frac{2h\langle x^2\rangle}{4\Lambda}+O(\Lambda^{-2})=\frac{\pi^2h}{2\Lambda}+O(\Lambda^{-2}).$$

Insert this in $\alpha_{\rm red}=1/2+(h-\langle x\rangle_h)/2\Lambda$. ∎

The term $h/2\Lambda$ is the curvature of the Marcus barrier. The next term is the metal's response: the contributing levels shift towards $h$, which slightly reduces the effective driving force.

### Where Butler-Volmer fails

At $h=\Lambda$ the oxidation integral simplifies to

$$k_{\rm ox}=\frac{\Gamma}{\hbar\sqrt{4\pi\Lambda}}\int_{-\infty}^{\infty}\frac{e^{-x^2/4\Lambda}}{1+e^{-x}}\,dx=\frac{\Gamma}{2\hbar}.$$

The Gaussian is even, and $1/(1+e^{-x})$ and $1/(1+e^x)$ add to one. The integral is therefore half the Gaussian area $\sqrt{4\pi\Lambda}$.

For larger drive, put $y=x+\Lambda-h$. The empty-level factor becomes $1/(1+e^{-(y+h-\Lambda)})$. It rises to one at each fixed $y$ as $h\to\infty$, so $k_{\rm ox}\to\Gamma/\hbar$. Levels with no barrier are then available above the Fermi level. Once $e\eta$ exceeds $\lambda$ by a few times $\sqrt{2\lambda kT}$, the width of the Gaussian, further drive adds almost nothing. The Butler-Volmer exponential has no such ceiling.

### Worked example: rate constants

Consider the ferrous/ferric couple at a platinum-coated anode at 298.15 K, where $kT=25.69$ meV. The following are rough model values: $\lambda=1.2$ eV, $V=5$ meV and $\rho=0.3$ per eV. Here $\rho$ is counted per metal atom and $V$ is the coupling to one atom. Spreading the levels over $N$ atoms multiplies $\rho$ by $N$ and divides $V^2$ by $N$, so the product $\rho V^2$ is unchanged. Thus $\Lambda=46.71$, the barrier is $\lambda/4=0.300$ eV, and the window is

$$\pi kT=3.1416\times25.69\ \text{meV}=80.7\ \text{meV}.$$

The coupling energy is $\Gamma=2\pi(0.3)(0.005)^2$ eV $=47.1\ \mu$eV, so $\Gamma/\hbar=7.16\times10^{10}\ \text{s}^{-1}$. The limiting formula gives

$$k_*=7.16\times10^{10}\times\frac12\sqrt{\frac{\pi}{46.71}}\;e^{-46.71/4}\ \text{s}^{-1}=7.88\times10^4\ \text{s}^{-1}.$$

The full integral was evaluated by an equally spaced sum over levels, with step $0.05\,kT$, between $-200\,kT$ and $200\,kT$. It gives $7.51\times10^4\ \text{s}^{-1}$, so $R(0)=0.953$. The two-term expansion gives 0.954 and the lower bound 0.949. Levels within $\pm\pi kT$ of the Fermi level supply about three quarters of this rate.

To obtain a surface rate, let $V^2$ fall with distance from the electrode as $e^{-z/\ell}$, with $\ell=0.1$ nm and $\lambda$ held fixed. For uniform ion concentration, integration over $z$ multiplies the contact rate by $\ell$:

$$k^0=7.51\times10^4\ \text{s}^{-1}\times10^{-8}\ \text{cm}=7.5\times10^{-4}\ \text{cm/s}.$$

With concentration $c=0.1$ mol/L of each ion, the exchange current is $j_0=Fck^0=7.25$ mA/cm², where $F$ is Faraday's constant.

The oxidation rates at larger $\eta$ use the same sum, and their slopes a central difference in potential:

| $\eta$ (V) | $k_{\rm ox}$ (1/s) | $R$ | $\alpha_{\rm ox}$ |
|---|---|---|---|
| 0 | $7.51\times10^4$ | 0.953 | 0.500 |
| 0.05 | $1.95\times10^5$ | 0.936 | 0.481 |
| 0.10 | $4.89\times10^5$ | 0.885 | 0.462 |
| 0.20 | $2.74\times10^6$ | 0.709 | 0.424 |
| 0.50 | $2.01\times10^8$ | 0.151 | 0.312 |
| 1.20 | $3.58\times10^{10}$ | $3.3\times10^{-5}$ | 0.081 |

The ideal Tafel slope is $2kT\ln10/e=118$ mV per decade. If $k^0$ is fitted at equilibrium, the constant part of the correction is absorbed, and the remaining error comes from $R(h)/R(0)$. At 0.1 V this ratio is $0.885/0.953=0.929$, so the fitted Butler-Volmer rate is about 8% above the full integral. At 0.2 V it is about 34% above.

The last row has $e\eta=\lambda$, where $k_{\rm ox}=\Gamma/2\hbar$. Its slope is small but not zero. Differentiating the integral at this point replaces the empty-level factor by its derivative, a narrow peak of unit area, so the slope is close to $2/\sqrt{4\pi\Lambda}=0.083$.

### The real anode

Some acid copper baths use this iron couple as a mediator at inert anodes. The parameters above are order-of-magnitude choices, not measurements for a particular anode. Platinum has a density of states per atom well above 0.3 per eV, and the rate depends on the poorly known product $\rho V^2$. Raising $\lambda$ by 0.1 eV, with the other inputs fixed, multiplies the rate by 0.36. Raising the temperature to 313.15 K multiplies it by 1.79. The classical assumption has a limit too, because the metal-oxygen vibrations of the ion have quanta above $kT$. If 0.4 eV of $\lambda$ belonged to such a mode at 450 cm⁻¹, its tunnelling would raise the equilibrium rate about 1.45 times. The inner part may well be larger: six iron-oxygen bonds that change length by 0.013 to 0.014 nm at this frequency give 0.7 to 0.8 eV, and with 0.7 eV the factor is about 1.9.

**Double layer.** Dropping assumption 4 gives a large correction even at equilibrium. Let the reaction plane have potential $\phi_2$ relative to the bulk solution, and put $y=e\phi_2/kT$. The concentration of Fe²⁺ there is reduced by $e^{-2y}$, and the drive for oxidation falls from $h$ to $h-y$. Near equilibrium the rate factor is therefore about $e^{-2y}e^{-y/2}=e^{-5y/2}$. Reduction gives the same factor, $e^{-3y}e^{y/2}$.

For a 1:1 electrolyte, the Poisson-Boltzmann equation for the local reduced potential $\psi$ is $\psi''=\sinh\psi/L_D^2$, with $L_D$ the Debye length. Multiplying by $\psi'$ and integrating from the bulk gives $|\psi'|=2\sinh(\psi/2)/L_D$ for $\psi>0$. Equating the diffuse charge to that on a Helmholtz capacitance $C_H$ yields

$$C_H(E_z+\eta-\phi_2)=\frac{\epsilon kT}{eL_D}\,2\sinh\frac{e\phi_2}{2kT},$$

where $\epsilon$ is the permittivity and $E_z$ the formal potential minus the potential of zero charge. Rough inputs are $E_z=0.3$ V, $C_H=20\ \mu$F/cm², relative permittivity 78 and 1 mol/L of electrolyte, for which $L_D=0.303$ nm. Numerical root finding gives $\phi_2=23.5$ mV and $d\phi_2/d\eta=0.074$ at $\eta=0$.

For ions held at this plane the rate factor is 0.10, a tenfold reduction. Their apparent oxidation coefficient becomes approximately $0.5-2.5\times0.074=0.32$; the full integral also gives 0.32. If the ions are instead spread over distance, as in the surface rate above with $\ell=0.1$ nm, many react where the diffuse-layer potential has partly decayed. The same Poisson-Boltzmann profile then gives a rate factor of 0.20 and a coefficient of 0.39. A measured slope away from one half thus need not contradict the theorem for the transfer step. This estimate stretches a dilute-solution theory to a concentrated bath and omits specifically adsorbed anions. It also leaves the iron and copper ions of the bath out of the screening. Including the iron ions, with monovalent counterions, lowers $\phi_2$ to 18.7 mV and raises the rate factor for spread-out ions from 0.20 to 0.31. Adding 0.6 mol/L of cupric ions in the same way gives about 14 mV, a rate factor of 0.46 and a coefficient of 0.44. The numbers for the 1:1 electrolyte therefore overstate the effect in a real copper bath. If the counterions of iron and copper are divalent, as sulfate is, the values become about 12 mV, 0.54 and 0.46. Sulfate also forms complexes with the iron ions and lowers the charges 2 and 3 assumed here; this is not included. A chloride-bridged reaction path would lie outside the model.

**Transport and resistance.** Take equal diffusion coefficients $5\times10^{-6}$ cm²/s and a diffusion layer of 20 μm. The limiting current is $j_L=FDc/\delta=24.1$ mA/cm², where $D$ is the diffusion coefficient and $\delta$ the layer thickness. Let $a$ and $b$ be the oxidation and reduction currents at bulk concentrations. Anodic current $j$ changes the surface concentrations by factors $1-j/j_L$ and $1+j/j_L$, so

$$j=a\left(1-\frac{j}{j_L}\right)-b\left(1+\frac{j}{j_L}\right),\qquad
j=\frac{a-b}{1+(a+b)/j_L}.$$

Without the double-layer factor, the kinetic current at 50 mV is 16.1 mA/cm², and transport lowers it to 8.5 mA/cm². Across 1 cm of bath with conductivity 0.5 S/cm, that current causes an ohmic drop of 17 mV.

Transport also masks the failure of Butler-Volmer, to a degree that depends on the double layer. Without the double-layer factor, the kinetic current at 0.2 V would be 264 mA/cm², eleven times $j_L$, and the 34% difference in rate shrinks to about 2% in the net current. With the ions spread over distance in the double layer of the 1:1 electrolyte, the kinetic current is only about 26 mA/cm², and a difference of about 11% remains in the net current. With the iron and copper ions included in the screening as above, these values become about 80 mA/cm² and 6%. The rows of the table at high potential therefore describe the transfer step alone; at 1.2 V a real aqueous anode would also evolve oxygen.

**Metal and solvent.** If the density of states varies as $1+(\varepsilon/1\,\text{eV})^2$, the equilibrium rate rises by 0.55%. A linear variation $1+\varepsilon/(1\,\text{eV})$ changes the oxidation rate at 0.1 V by 0.9%. The assumption of a constant density of states is adequate for variations of this size.

Weak coupling can be judged from the solvent's motion. The gap $X$ has variance $2\lambda kT$; with relaxation time $\tau$, its diffusion coefficient is $2\lambda kT/\tau$. Crossing a width $\pi kT$ takes about $(\pi kT)^2\tau/4\lambda kT$. For a rough $\tau=0.5$ ps, multiplication by $\Gamma/\hbar$ gives a transfer chance of 0.002 per visit. This is small, as the golden rule requires, but it is only an order-of-magnitude estimate. Solving the solvent diffusion on both parabolas together with the transfer lowers the rate by 0.4% at $\eta=0$ and by 1.2% at 1.2 V. The correction grows with $\Gamma$: a tenfold larger $\rho V^2$ makes it 4% at $\eta=0$.

Numbers in the example were calculated in double precision.
